# Static Coupled-Cluster Polarizability: Symmetric Response and the EOM Pair Error: verification in Python

```python
# Static coupled-cluster (CCSD) polarizability with fixed field-free RHF orbitals, atomic units.
# H(eps) = H + eps X, X = -dipole component, alpha_xy = -E^xy, Obar = exp(-T) O exp(T),
# <L| = <0|(1+Lambda), P = reference+singles+doubles, Q = 1-P, A = Jacobian,
# xi^x = <mu|Xbar|0>, A t^x = -xi^x, eta^x = <L|[Xbar,tau]|0>, F = <L|[[Hbar,tau],tau]|0>,
# eta0 = <0|Hbar|nu>.  Results under test:
#   LR symmetric : E^xy = eta^x.t^y + eta^y.t^x + t^x F t^y
#   LR asymmetric: E^xy = eta^x.t^y + lam^y.xi^x,  lam^y A = -eta^y - F t^y
#   EOM (eigenvalue of P(Hbar+eps Xbar)P, frozen T): <L|(Xbar-<X>)T^y|0> + (x<->y)
#   LR - EOM = <L|Hbar Q T^x T^y|0>
#   noninteracting A,B: LR additive; EOM gains, with Y the singles x singles block of Lambda,
#   dE = 2[xi_A Y t_B + t_A Y xi_B - (lam.xi)_A(lam.t)_B - (lam.t)_A(lam.xi)_B]
# All operators are explicit matrices in a determinant basis.
import numpy as np
import scipy.sparse as sp
from scipy.linalg import eigh, solve_sylvester
from scipy.constants import physical_constants
from itertools import combinations
from types import SimpleNamespace
from pyscf import gto, scf
from pyscf.cc import rccsd
scf.hf.MUTE_CHKFILE = True

STEP = 1e-3
GRID = STEP * np.arange(-3, 4)
D1 = np.array([-1, 9, -45, 0, 45, -9, 1]) / (60 * STEP)
D2 = np.array([2, -27, 270, -490, 270, -27, 2]) / (180 * STEP**2)
FD_TOL = 1e-5  # 7-point stencil: truncation and rounding/STEP^2 both below about 1e-6


def expv(T, V, s):
    out, term = V.copy(), V
    for k in range(1, 20):
        term = (s / k) * (T @ term)
        if not term.any():
            break
        out = out + term
    return out


def sim(op, T, V):
    return expv(T, op @ expv(T, V, 1.0), -1.0)


def left(op, T, u):
    return expv(T.T, op.T @ expv(T.T, u, -1.0), 1.0)


class CC:
    def __init__(s, H, ops, taus, nsing, const):
        s.H, s.ops, s.taus, s.nsing, s.const = H, ops, taus, nsing, const
        s.dim, s.n = H.shape[0], len(taus)
        coo = [t.tocoo() for t in taus]
        s.rows = np.concatenate([c.row for c in coo])
        s.cols = np.concatenate([c.col for c in coo])
        s.sign = np.concatenate([c.data for c in coo])
        s.which = np.concatenate([np.full(c.nnz, k) for k, c in enumerate(coo)])
        s.pidx = np.array([0] + [np.flatnonzero(t[:, [0]].toarray())[0] for t in taus])
        s.P = np.zeros((s.dim, s.n + 1))
        s.P[s.pidx, np.arange(s.n + 1)] = 1.0
        s.e0 = s.P[:, 0].copy()
        s.E, s.t, s.lam, s.M = s.solve(H, np.zeros(s.n))
        s.T = s.tmat(s.t)
        s.A = s.M[1:, 1:] - s.E * np.eye(s.n)
        s.L = s.P @ np.r_[1.0, s.lam]
        s.LH, s.He0 = left(H, s.T, s.L), sim(H, s.T, s.e0)

    def tmat(s, t):
        return sp.csr_matrix((s.sign * t[s.which], (s.rows, s.cols)), shape=(s.dim, s.dim))

    def bil(s, u, v):  # <u|tau_nu|v> for all nu
        return np.bincount(s.which, s.sign * u[s.rows] * v[s.cols], s.n)

    def solve(s, H, t):
        done = False
        for _ in range(40):
            M = sim(H, s.tmat(t), s.P)[s.pidx]
            J = M[1:, 1:] - M[0, 0] * np.eye(s.n)
            res = abs(M[1:, 0]).max()
            if done:
                break
            done = res < 1e-9
            t = t - np.linalg.solve(J, M[1:, 0])
        assert done and res < 1e-12
        return M[0, 0], t, np.linalg.solve(J.T, -M[0, 1:]), M

    def first(s, X):
        r = SimpleNamespace()
        Xe0 = sim(X, s.T, s.e0)
        r.xi = Xe0[s.pidx][1:]
        r.t = np.linalg.solve(s.A, -r.xi)
        r.T = s.tmat(r.t)
        r.LX, r.mean = left(X, s.T, s.L), s.L @ Xe0
        r.eta = s.bil(r.LX, s.e0) - s.bil(s.L, Xe0)
        v = r.T @ s.e0
        r.Ft = (s.bil(s.LH, v) - s.bil(s.L, sim(s.H, s.T, v))
                - s.bil(left(s.H, s.T, r.T.T @ s.L), s.e0) + s.bil(s.L, r.T @ s.He0))
        r.lam = np.linalg.solve(s.A.T, -r.eta - r.Ft)
        return r

    def second(s, x, y):
        w = x.T @ (y.T @ s.e0)
        w[s.pidx] = 0.0
        return SimpleNamespace(
            sym=x.eta @ y.t + y.eta @ x.t + x.Ft @ y.t, fterm=x.Ft @ y.t,
            asym=x.eta @ y.t + y.lam @ x.xi,
            eom=(x.LX - x.mean * s.L) @ (y.T @ s.e0) + (y.LX - y.mean * s.L) @ (x.T @ s.e0),
            gap=s.LH @ w)

    def field_scan(s, X):
        out = [s.solve(s.H + e * X, s.t) for e in GRID]
        return [np.array([o[k] for o in out]) for k in range(3)]

    def eom_fd(s, X):
        XP = sim(X, s.T, s.P)[s.pidx]
        return D2 @ np.array([np.linalg.eigvals(s.M + e * XP).real.min() for e in GRID])

    def fci(s, X):
        w, v = eigh(s.H.toarray())
        m = v.T @ (X @ v[:, 0])
        return w[0], -2 * np.sum(m[1:]**2 / (w[1:] - w[0]))


def molecule(atom, basis, ncore):
    mol = gto.M(atom=atom, basis=basis, unit='Bohr', verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.kernel()
    S, Fk, h = mf.get_ovlp(), mf.get_fock(), mf.get_hcore()
    # reflection labels; p functions occur here only for molecules on the z axis
    code = np.array([1 if 'px' in a else 2 if 'py' in a else 0 for a in mol.ao_labels()])
    es, cs, sy = [], [], []
    for c in np.unique(code):
        ix = np.flatnonzero(code == c)
        w, v = eigh(Fk[np.ix_(ix, ix)], S[np.ix_(ix, ix)])
        full = np.zeros((len(code), len(ix)))
        full[ix] = v
        es += list(w); cs.append(full); sy += [int(c)] * len(ix)
    order = np.argsort(es, kind='stable')
    C, sy = np.hstack(cs)[:, order], np.array(sy)[order][ncore:]
    D, C = C[:, :ncore] @ C[:, :ncore].T, C[:, ncore:]
    ao = mol.intor('int2e')
    G = 2 * np.einsum('pqrs,rs->pq', ao, D) - np.einsum('prqs,rs->pq', ao, D)
    const = mol.energy_nuc() + np.sum(D * (2 * h + G))
    h1 = C.T @ (h + G) @ C
    eri = np.einsum('pqrs,pi,qj,rk,sl->ijkl', ao, C, C, C, C, optimize=True)
    n, no = C.shape[1], mol.nelectron // 2 - ncore
    strs = list(combinations(range(n), no))
    pos, ns = {s: k for k, s in enumerate(strs)}, len(strs)
    e = np.zeros((n, n, ns, ns))
    for k, s in enumerate(strs):
        for iq, q in enumerate(s):
            rest = s[:iq] + s[iq + 1:]
            for p in range(n):
                if p not in rest:
                    sg = (-1)**(iq + sum(r < p for r in rest))
                    e[p, q, pos[tuple(sorted(rest + (p,)))], k] = sg
    W = np.tensordot(eri, e, axes=([2, 3], [0, 1]))
    k1 = h1 - 0.5 * np.einsum('prrq->pq', eri)
    Haa = np.tensordot(k1, e, 2) + 0.5 * np.einsum('pqab,pqbc->ac', e, W, optimize=True)
    Hab = np.tensordot(e, W, axes=([0, 1], [0, 1])).transpose(0, 2, 1, 3).reshape(ns * ns, -1)
    I = np.eye(ns)
    ssym = np.array([np.bitwise_xor.reduce(sy[list(s)]) for s in strs])
    keep = (ssym[:, None] ^ ssym[None, :]).ravel() == 0
    kx = np.flatnonzero(keep)
    cut = lambda m: sp.csr_matrix(m[np.ix_(kx, kx)])
    H = cut(np.kron(Haa, I) + np.kron(I, Haa) + Hab)
    r, nuc = mol.intor('int1e_r'), mol.atom_charges() @ mol.atom_coords()
    ops = {}
    for name, c in (('x', 0), ('z', 2)):
        xs = np.tensordot(C.T @ r[c] @ C, e, 2)
        shift = 2 * np.sum(D * r[c]) - nuc[c]
        ops[name] = cut(np.kron(xs, I) + np.kron(I, xs) + shift * np.eye(ns * ns))
    Is = sp.csr_matrix(I)
    ex = {(a, i): sp.csr_matrix(e[a, i]) for i in range(no) for a in range(no, n)}
    kron = lambda a, b: sp.kron(a, b, format='csr')
    sing = [kron(m, Is) for m in ex.values()] + [kron(Is, m) for m in ex.values()]
    same = [ex[a, i] @ ex[b, j] for i, j in combinations(range(no), 2)
            for a, b in combinations(range(no, n), 2)]
    doub = ([kron(m, Is) for m in same] + [kron(Is, m) for m in same]
            + [kron(m1, m2) for m1 in ex.values() for m2 in ex.values()])

    def select(lst):
        out = []
        for t in lst:
            col = t[:, [0]].toarray().ravel()
            j = np.flatnonzero(col)[0]
            if keep[j]:
                out.append((t[kx][:, kx] * col[j]).tocsr())
        return out
    sing, doub = select(sing), select(doub)
    return CC(H, ops, sing + doub, len(sing), const), mf


def compose(frs):
    # noninteracting supersystem; CCSD manifold = fragment excitations + single x single
    def emb(k, m):
        a = int(np.prod([f.dim for f in frs[:k]]))
        b = int(np.prod([f.dim for f in frs[k + 1:]]))
        return sp.kron(sp.kron(sp.identity(a), m, format='csr'), sp.identity(b), format='csr')
    loc = [[emb(k, t) for t in f.taus] for k, f in enumerate(frs)]
    taus = [t for l in loc for t in l]
    for k, l in combinations(range(len(frs)), 2):
        taus += [(a @ b).tocsr() for a in loc[k][:frs[k].nsing] for b in loc[l][:frs[l].nsing]]
    Hs = [emb(k, f.H) for k, f in enumerate(frs)]
    Zs = [emb(k, f.ops['z']) for k, f in enumerate(frs)]
    par = sum(Zs[1:], Zs[0])
    ops = {'z': par, 'anti': par - 2 * Zs[-1]}
    return CC(sum(Hs[1:], Hs[0]), ops, taus, None, sum(f.const for f in frs))


def pair_term(a, b):
    ra, rb, na, nb = a.first(a.ops['z']), b.first(b.ops['z']), a.nsing, b.nsing
    rhs = -np.outer(a.lam[:na], b.M[0, 1:nb + 1]) - np.outer(a.M[0, 1:na + 1], b.lam[:nb])
    Y = solve_sylvester(a.A[:na, :na].T, b.A[:nb, :nb], rhs)
    ypart = ra.xi[:na] @ Y @ rb.t[:nb] + ra.t[:na] @ Y @ rb.xi[:nb]
    prod = (a.lam @ ra.xi) * (b.lam @ rb.t) + (a.lam @ ra.t) * (b.lam @ rb.xi)
    return 2 * (ypart - prod), Y, ypart, prod


# ---------- interacting four-electron test: irregular planar H4 ----------
h4, mf4 = molecule('H 0 0 0; H 0 0 1.6; H 2.6 0 0.6; H 3.4 0 2.2', '6-31g', 0)
ref = rccsd.RCCSD(mf4)
ref.conv_tol, ref.conv_tol_normt, ref.max_cycle = 1e-10, 1e-8, 200
ref.kernel()
assert abs(ref.e_tot - h4.E - h4.const) < 1e-7
d = np.random.default_rng(1).normal(size=h4.n)
omega = np.array([sim(h4.H, h4.tmat(h4.t + e * d), h4.e0)[h4.pidx][1:] for e in GRID])
assert abs(D1 @ omega - h4.A @ d).max() < 1e-8
X, Z = h4.ops['x'], h4.ops['z']
rx, rz = h4.first(X), h4.first(Z)
fd_lr, fd_eom = {}, {}
for name, op in (('xx', X), ('zz', Z), ('uu', X + Z)):
    En, tt, ll = h4.field_scan(op)
    r = h4.first(op)
    assert abs(D1 @ En - r.mean) < 1e-8
    assert abs(D1 @ tt - r.t).max() < 1e-7 and abs(D1 @ ll - r.lam).max() < 1e-7
    fd_lr[name], fd_eom[name] = D2 @ En, h4.eom_fd(op)
for dct in (fd_lr, fd_eom):
    dct['xz'] = 0.5 * (dct['uu'] - dct['xx'] - dct['zz'])
print('H4 6-31G, (x,z)/bohr: (0,0) (0,1.6) (2.6,0.6) (3.4,2.2)')
print(f'finite-field step = {STEP:.0e} au; determinants {h4.dim}, amplitudes {h4.n}')
print(f'E_RHF = {mf4.e_tot:.8f} Eh, E_CCSD = {h4.E + h4.const:.8f} Eh')
print(f'E_FCI = {h4.fci(Z)[0] + h4.const:.8f} Eh')
for name, a, b in (('xx', rx, rx), ('zz', rz, rz), ('xz', rx, rz)):
    s = h4.second(a, b)
    assert abs(s.sym - fd_lr[name]) < FD_TOL and abs(s.asym - fd_lr[name]) < FD_TOL
    assert abs(h4.second(b, a).asym - fd_lr[name]) < FD_TOL
    assert abs(s.eom - fd_eom[name]) < FD_TOL
    assert abs(s.gap - (fd_lr[name] - fd_eom[name])) < FD_TOL
    assert abs(s.gap - (s.sym - s.eom)) < 1e-9
    print(f'alpha_{name} LR: sym {-s.sym:.6f}, asym {-s.asym:.6f}, field {-fd_lr[name]:.6f} au')
    print(f'alpha_{name} EOM: formula {-s.eom:.6f}, field {-fd_eom[name]:.6f} au')
    print(f'  -tFt = {-s.fterm:.6f} au, -<L|Hbar Q TT|0> = {-s.gap:.6f} au')
szz = h4.second(rz, rz)
assert abs(szz.gap) > 1e-4 and abs(szz.fterm) > 1e-3
print(f'alpha_xx FCI = {-h4.fci(X)[1]:.6f} au, alpha_zz FCI = {-h4.fci(Z)[1]:.6f} au')
err = []
for e in (4e-3, 2e-3):
    lag = h4.L @ sim(h4.H + e * Z, h4.tmat(h4.t + e * rz.t), h4.e0)
    err.append(lag - h4.solve(h4.H + e * Z, h4.t)[0])
order = np.log2(abs(err[0] / err[1]))
assert abs(order - 3) < 0.25
print(f'Lagr(t+eps t^z,lam)-E: {err[0]:.3e} Eh (eps 0.004), {err[1]:.3e} Eh (0.002)')
print(f'order in eps of that error = {order:.3f}')

# ---------- worked example: LiH and its noninteracting dimer ----------
ang3 = (physical_constants['Bohr radius'][0] * 1e10)**3
lih, mfl = molecule('Li 0 0 0; H 0 0 3.0', '6-31g', 1)
r1 = lih.first(lih.ops['z'])
s1 = lih.second(r1, r1)
efci, e2fci = lih.fci(lih.ops['z'])
assert abs(efci - lih.E) < 1e-10
assert abs(s1.sym - e2fci) < 1e-8 and abs(s1.eom - e2fci) < 1e-8
print('LiH 6-31G, R = 3.0 bohr (Li at 0, H at +z), frozen 1s core')
print(f'determinants {lih.dim}, singles {lih.nsing}, doubles {lih.n - lih.nsing}')
print(f'E_RHF = {mfl.e_tot:.8f} Eh, E_CCSD = E_FCI = {lih.E + lih.const:.8f} Eh')
print(f'mu_z = {-r1.mean:.6f} au')
print(f'eta.t = {r1.eta @ r1.t:.6f} au, tFt = {s1.fterm:.6f} au')
print(f'alpha_zz: LR {-s1.sym:.6f}, EOM {-s1.eom:.6f}, FCI {-e2fci:.6f} au')
print(f'1 au = {ang3:.6f} A^3; alpha_zz = {-s1.sym * ang3:.5f} A^3')
dim = compose([lih, lih])
n1, nsg = lih.n, lih.nsing
dE, Y, ypart, prod = pair_term(lih, lih)
assert abs(dim.E - 2 * lih.E) < 1e-10 and abs(dim.t[2 * n1:]).max() < 1e-10
assert abs(dim.lam[:n1] - lih.lam).max() < 1e-10
assert abs(dim.lam[2 * n1:].reshape(nsg, nsg) - Y).max() < 1e-10
lamS = np.outer(lih.lam[:nsg], lih.lam[:nsg])
assert np.linalg.norm(Y - lamS) > 1e-6
print(f'dimer: determinants {dim.dim}, amplitudes {dim.n}, E = {dim.E + dim.const:.8f} Eh')
print(f'|Y| = {np.linalg.norm(Y):.4e}, |lamS x lamS| = {np.linalg.norm(lamS):.4e}')
print(f'|Y - lamS x lamS| = {np.linalg.norm(Y - lamS):.4e}')
print(f'lam.xi = {lih.lam @ r1.xi:.6f} au, lam.t^z = {lih.lam @ r1.t:.6f} au')
print(f'xi Y t + t Y xi = {ypart:.6f} au, 2(lam.xi)(lam.t) = {prod:.6f} au')
print(f'pair term delta alpha = {-dE:.6f} au = {-dE * ang3:.6f} A^3')
assert abs(dE) > 1e-4
fd_dim = D2 @ dim.field_scan(dim.ops['z'])[0]
assert abs(fd_dim - 2 * e2fci) < FD_TOL
print(f'2 alpha(monomer) = {-2 * e2fci:.6f} au, dimer CCSD finite field {-fd_dim:.6f} au')
for name, sg in (('z', 1), ('anti', -1)):
    r = dim.first(dim.ops[name])
    s = dim.second(r, r)
    fe = dim.eom_fd(dim.ops[name])
    assert abs(r.t[2 * n1:]).max() < 1e-9 and abs(r.mean - (1 + sg) * r1.mean) < 1e-9
    assert abs(s.sym - 2 * e2fci) < 1e-8
    assert abs(fe - 2 * e2fci - sg * dE) < FD_TOL and abs(s.eom - 2 * e2fci - sg * dE) < 1e-8
    assert abs(s.gap + sg * dE) < 1e-8
    lab = 'parallel' if sg > 0 else 'antiparallel'
    print(f'{lab}: LR {-s.sym:.6f}, EOM {-s.eom:.6f}, EOM field {-fe:.6f} au')
print(f'dimer EOM relative error = {100 * dE / (2 * e2fci):.4f} %')
a10 = -(10 * s1.eom + 45 * dE) / 10
print(f'N=10 predicted EOM alpha/N = {a10:.5f} au, error {100 * (a10 / -e2fci - 1):.3f} %')

# ---------- null cases: a centrosymmetric partner ----------
h2, _ = molecule('H 0 0 0; H 0 0 1.4', '6-31g', 0)
e2h2 = h2.fci(h2.ops['z'])[1]
print(f'H2 6-31G, R = 1.4 bohr: alpha_zz FCI = {-e2h2:.6f} au')
for lab, frs, tot in (('H2+H2', [h2, h2], 2 * e2h2), ('LiH+H2', [lih, h2], e2fci + e2h2)):
    c = compose(frs)
    r = c.first(c.ops['z'])
    s = c.second(r, r)
    assert abs(s.eom - tot) < 1e-8 and abs(c.eom_fd(c.ops['z']) - tot) < FD_TOL
    print(f'{lab}: EOM {-s.eom:.6f} au, sum of monomers {-tot:.6f} au')

# ---------- pair counting: aligned trimer in a minimal basis ----------
m, _ = molecule('Li 0 0 0; H 0 0 3.0', 'sto-3g', 1)
e2m, dm = m.fci(m.ops['z'])[1], pair_term(m, m)[0]
assert abs(dm) > 1e-4
print(f'LiH STO-3G: alpha_zz = {-e2m:.6f} au, delta alpha = {-dm:.6f} au')
for N in (2, 3):
    c = compose([m] * N)
    r = c.first(c.ops['z'])
    s = c.second(r, r)
    fe = c.eom_fd(c.ops['z'])
    assert abs(s.sym - N * e2m) < 1e-8
    assert abs(fe - N * e2m - N * (N - 1) / 2 * dm) < FD_TOL
    print(f'N={N}: LR {-s.sym:.6f}, EOM field {-fe:.6f} au, excess/delta {(fe - N * e2m) / dm:.4f}')
print('all tests passed')
```

It prints:

```
H4 6-31G, (x,z)/bohr: (0,0) (0,1.6) (2.6,0.6) (3.4,2.2)
finite-field step = 1e-03 au; determinants 784, amplitudes 198
E_RHF = -2.17153881 Eh, E_CCSD = -2.23113624 Eh
E_FCI = -2.23125728 Eh
alpha_xx LR: sym 4.170632, asym 4.170632, field 4.170632 au
alpha_xx EOM: formula 4.169979, field 4.169979 au
  -tFt = -0.220996 au, -<L|Hbar Q TT|0> = 0.000653 au
alpha_zz LR: sym 12.201980, asym 12.201980, field 12.201980 au
alpha_zz EOM: formula 12.215781, field 12.215781 au
  -tFt = -1.624445 au, -<L|Hbar Q TT|0> = -0.013801 au
alpha_xz LR: sym 3.244832, asym 3.244832, field 3.244832 au
alpha_xz EOM: formula 3.248133, field 3.248133 au
  -tFt = -0.441165 au, -<L|Hbar Q TT|0> = -0.003301 au
alpha_xx FCI = 4.172975 au, alpha_zz FCI = 12.236116 au
Lagr(t+eps t^z,lam)-E: 1.287e-08 Eh (eps 0.004), 1.598e-09 Eh (0.002)
order in eps of that error = 3.010
LiH 6-31G, R = 3.0 bohr (Li at 0, H at +z), frozen 1s core
determinants 44, singles 10, doubles 33
E_RHF = -7.97917779 Eh, E_CCSD = E_FCI = -7.99786677 Eh
mu_z = -2.162530 au
eta.t = -13.996304 au, tFt = 1.622556 au
alpha_zz: LR 26.370052, EOM 26.370052, FCI 26.370052 au
1 au = 0.148185 A^3; alpha_zz = 3.90764 A^3
dimer: determinants 1936, amplitudes 186, E = -15.99573354 Eh
|Y| = 3.7164e-04, |lamS x lamS| = 3.4256e-03
|Y - lamS x lamS| = 3.7405e-03
lam.xi = -0.100046 au, lam.t^z = 0.706253 au
xi Y t + t Y xi = 0.006976 au, 2(lam.xi)(lam.t) = -0.141316 au
pair term delta alpha = -0.296583 au = -0.043949 A^3
2 alpha(monomer) = 52.740103 au, dimer CCSD finite field 52.740104 au
parallel: LR 52.740103, EOM 52.443520, EOM field 52.443520 au
antiparallel: LR 52.740103, EOM 53.036687, EOM field 53.036687 au
dimer EOM relative error = -0.5623 %
N=10 predicted EOM alpha/N = 25.03543 au, error -5.061 %
H2 6-31G, R = 1.4 bohr: alpha_zz FCI = 6.087725 au
H2+H2: EOM 12.175450 au, sum of monomers 12.175450 au
LiH+H2: EOM 32.457777 au, sum of monomers 32.457777 au
LiH STO-3G: alpha_zz = 10.104705 au, delta alpha = -0.107774 au
N=2: LR 20.209409, EOM field 20.101636 au, excess/delta 1.0000
N=3: LR 30.314114, EOM field 29.990793 au, excess/delta 3.0000
all tests passed
```
